Defocused Partially Coherent Images as Convolutions with a Scaled Source, part 2

An extended source images a periodic thin mask with orders of amplitude aₙ at frequencies fₙ, through a scalar, paraxial, aberration-free system. How do source and defocus together change the image? Here x is the transverse position referred to the image side, z the defocus (best focus at z = 0) and λ the wavelength. A plane wave exp(2πi f·x) has direction cosines λf; the time factor is exp(−iωt). The source density S(s) over source frequencies s has unit integral. NA is the image-side numerical aperture, and σ the source radius divided by the pupil radius. Intensities are relative to a clear mask.

**Lemma 1.** Propagation from focus to z multiplies a plane wave of frequency f by exp(−iπλz|f|²), apart from a common phase. The first neglected phase is −(π/4)λ³z|f|⁴.

**Theorem.** If each order of non-zero amplitude is passed for every source point or blocked for every source point (the common-order condition), then

I(x,z) = ∫ S(s) I₀(x − λzs, z) d²s. (1)

I₀ = |E₀|² is the coherent image of the passed orders at the same defocus, E₀ its field. At z = 0, I = I₀. The proof uses

|fₙ + s|² = |fₙ|² + 2fₙ·s + |s|², (6)

whose cross term shifts each source point's whole image by λzs (the shift law).

The harmonic amplitudes at frequency q obey

Î(q,z) = Î₀(q,z) Ŝ(λzq), (8)

where Ŝ is the Fourier transform of S. For a uniform centred disc source,

Ŝ(λzq) = 2J₁(v)/v, v = 2πσNA|z||q|, (11)

2J₁(v)/v = 1 − v²/8 + … (12)

The blur kernel is then a uniform disc of radius σNA|z|. With a centred disc pupil, an order is passed throughout if λ|f| + σNA ≤ NA and blocked throughout if λ|f| − σNA ≥ NA.

The computed values also list two earlier tests: the shift law against the Fresnel integral, and an off-axis pole source, for which the on-axis pupil selects the wrong orders.

### Corollary 2: equal lines and spaces

Let the pitch be p, with a clear space of width p/2 centred at x = 0. The amplitudes are

aₙ = (1/p) ∫ cos(2πnx/p) dx = sin(πn/2)/(πn),

where the integral runs from −p/4 to p/4. For n = 0 the integral gives a₀ = 1/2. Further, a₁ = a₋₁ = 1/π, and all other even orders vanish. Suppose that the first orders are passed throughout and the third and higher orders are blocked throughout. Since |f₁| = 1/p, Lemma 1 of the first half gives the first orders the phase −φ relative to the zero order, with

φ = πλz/p².

Writing θ = 2πx/p, the coherent field is

E₀ = 1/2 + (1/π)e^(−iφ)(e^(iθ) + e^(−iθ)) = 1/2 + (2/π)e^(−iφ) cos θ.

Its squared modulus is

I₀ = 1/4 + (2/π) cos φ cos θ + (4/π²) cos²θ.

With cos²θ = (1 + cos 2θ)/2 this becomes

I₀ = 1/4 + 2/π² + (2/π) cos φ cos θ + (2/π²) cos 2θ.

The source multiplies the harmonics at 1/p and 2/p by D₁ and D₂:

I = A + B cos θ + C cos 2θ, (13)

A = 1/4 + 2/π², B = (2/π) D₁ cos φ, C = (2/π²) D₂,

Dₘ = 2J₁(mu)/(mu), u = 2πσNA|z|/p.

The two harmonics respond differently to coherent defocus. The first comes from interference of the zero order with the first orders, which acquire different phases. The second comes from interference between the two first orders. These have equal |f|, hence equal defocus phases, and coherent defocus leaves their interference unchanged. The extended source damps both.

For small z the fractional loss of the first harmonic is φ²/2 from the coherent phase and u²/8 from the source. Their ratio is

(u²/8)/(φ²/2) = (σNA p/λ)² = [σNA/(λ/p)]². (14)

It compares the largest illumination angle with the first diffraction angle, both in the paraxial sense.

### Slope at the line edge

The nominal edge is at x = p/4, where θ = π/2. There cos θ = 0 and cos 2θ = −1, so the intensity is A − C. The derivative is

dI/dx = −(2π/p)(B sin θ + 2C sin 2θ) = −2πB/p,

because sin 2θ = 0 at the edge. The normalized log-slope is the line width p/2 times the magnitude of the slope, divided by the edge intensity:

L = (p/2)(2πB/p)/(A − C) = πB/(A − C), for B > 0.

Using πB = 2D₁ cos φ and A − C = 1/4 + (2/π²)(1 − D₂),

L = 8 D₁ cos φ / [1 + (8/π²)(1 − D₂)]. (15)

For a point source D₁ = D₂ = 1 and L = 8 cos φ. The extended source lowers L in two ways: it reduces the slope through D₁, and it raises the edge intensity through D₂.

### A numerical case

Take λ = 365 nm, NA = 0.16, σ = 0.40 and p = 4.0 µm, so that lines and spaces are 2.0 µm wide. The first orders lie at λ/p = 0.09125. Their largest direction cosine is

0.09125 + 0.40 × 0.16 = 0.15525,

which is below 0.16, so they are passed for all source points. For the third orders the smallest value is

3 × 0.09125 − 0.064 = 0.20975,

which is above 0.16, so they are blocked for all source points. The second orders would be partly clipped, but their amplitude is zero.

At z = 10 µm the blur radius is 0.064 × 10 = 0.64 µm. The coherent phase is

φ = π × 0.365 × 10/16 = 0.7167 rad, cos φ = 0.7540,

and the source parameter is

u = 2π × 0.64/4 = 1.0053, D₁ = 0.8789, D₂ = 0.5730.

Equation (14) gives a loss ratio of (0.064/0.09125)² = 0.49. The actual losses, 0.121 from D₁ and 0.246 from cos φ, stand in nearly the same ratio.

The harmonic amplitudes are A = 0.4526, B = 0.4219 and C = 0.1161. For a point source at the same defocus they are 0.4526, 0.4800 and 0.2026. Thus

L = π × 0.4219/(0.4526 − 0.1161) = 3.94

for the disc source, against 6.03 for the point source. The edge intensity rises from 0.2500 to 0.3365, which divides L by 1.35. The smaller slope multiplies it by 0.879. In this case the rise in edge intensity costs more than the fall in slope.

With wavelength, NA, σ and pitch held fixed, the log-slope changes with defocus as follows.

- z = 0: 8.00 for both sources
- z = 5 µm: 7.49 for the point source, 6.61 for the disc
- z = 10 µm: 6.03 for the point source, 3.94 for the disc
- z = 15 µm: 3.81 for the point source, 1.73 for the disc

Equation (13) was compared with a direct sum over source points, with the pupil edge applied to orders up to the seventh, at z = −10, 0, 5, 10 and 15 µm. The largest difference was 1.6×10⁻¹⁵.

**Remark 4: the darkest point is not the line centre.** At z = 10 µm the disc source gives 0.1469 at the line centre, but the minimum of the image is 0.1449. With c = cos θ, equation (13) becomes

I = A − C + Bc + 2Cc².

If 0 < B < 4C, this parabola has its minimum at c = −B/(4C), inside the line and away from its centre at c = −1. The value there is

I_min = A − C − B²/(8C).

Here 4C = 0.464 exceeds B = 0.422, and the formula gives 0.145. For the point source the effect is stronger: 0.1753 at the centre and 0.1079 at the minimum. The disc source makes the line centre darker while making the edge less steep, so the intensity at the line centre alone is a poor measure of this image.

### Where the law fails: partial clipping

For this pattern the first orders remain unclipped if

σ ≤ 1 − λ/(pNA) = 0.4297,

and the third orders remain blocked if

σ ≤ 3λ/(pNA) − 1 = 0.7109.

The first limit is the stricter one. It was tested from both sides in focus, where the theorem says that the source has no influence. At σ = 0.42 the direct source sum differed from the coherent image by 1.4×10⁻¹⁴. At σ = 0.50 it differed by about 0.05 of the clear-mask intensity. Some source points then lose a first order and form a different image, which no common shift can repair. The common-order condition is proved here as sufficient. It is not claimed to be necessary for every conceivable mask.

A small width error can also introduce clipping. If the space is widened by 100 nm at constant pitch, the second-order amplitude becomes −0.0249. On the axis this order lies at 0.1825, outside the pupil, but part of the source brings it inside. At z = 10 µm, convolution of the on-axis coherent image is then wrong by up to 0.0077 of the clear-mask intensity.

### Where the law fails: phases beyond the quadratic

The proof rests on the fact that the cross term 2fₙ·s is linear in fₙ. A phase proportional to |f|⁴ behaves differently:

|f + s|⁴ = |f|⁴ + 4|f|²(f·s) + 4(f·s)² + 2|f|²|s|² + 4|s|²(f·s) + |s|⁴. (16)

The term 4|s|²(f·s) is linear in f and adds a further shift, though one that is not proportional to s. The last term is common to all orders. The second, third and fourth terms are cubic or quadratic in f and depend on s. They change the relative phases of the orders from one source point to the next, so in general the single-point images are no longer shifted copies of one image.

The first neglected term of defocus, −(π/4)λ³z|f|⁴, is of this kind. In the example at z = 10 µm, replacing paraxial defocus by the full square-root phase changes the image by at most 0.0025. The convolution law, applied to the coherent image with the same full phase, is then in error by at most 0.0019. Both figures are relative to the clear-mask intensity.

Spherical aberration can be far larger. With ρ = λ|f|/NA, consider the phase

W = 2πw√5(6ρ⁴ − 6ρ² + 1), w = 0.03,

where w is the root-mean-square aberration in waves over the pupil. At z = 10 µm it changes the image by up to 0.18. This change combines two opposing parts of W. The quadratic part acts as defocus. Its coefficient is −12√5πw = −2.53, while paraxial defocus contributes −πzNA²/λ = −2.20 to the same power of ρ. The aberration thus contains the equivalent of about 11.5 µm of further defocus, partly offset at the first orders by the quartic term.

If the aberrated coherent image is convolved with the source kernel for z = 10 µm, the error reaches 0.13. Most of this error comes from the third and fourth terms of equation (16), which change the relative phases of the orders from one source point to the next. No choice of blur radius can remove that effect. The image shifts change as well: the quadratic part of W increases them, while the quartic part acts in the opposite sense. Enlarging the blur for the quadratic part alone, to the radius for z = 21.5 µm, therefore overcorrects and raises the error to 0.28. Refocusing can cancel the quadratic part, but the quartic part then remains without its counterweight, and in this example the image differs even more from the unaberrated one. A smaller refocus balances the two parts better: moving the image plane about 3.75 µm towards z = 0 reduces the change from 0.18 to about 0.03.

### The example beside a real exposure tool

The chosen numbers are rough typical values for an i-line stepper used in semiconductor packaging, where low numerical aperture and micrometre features make the paraxial, scalar and thin-mask assumptions reasonable. At 10 µm defocus, a vector calculation for unpolarized light changes the image by less than 0.002. The value is 0.0018 with the polarization factors of a strongly reducing lens alone, and 0.0014 when the radiometric factor is included or when a thin mask is imaged at unit magnification. A uniform 6 nm bandwidth changes it by about 2×10⁻⁶, provided that the lens has no chromatic focus shift and σNA stays fixed. For a mask film 100 nm thick at unit magnification, the propagation phase πλt/p² over the film thickness t is 0.007 rad. This indicates a small thickness effect but is not a full mask calculation. Lens aberration matters much more at a fixed image plane, where a rough 0.03 waves of spherical aberration changes the image by 0.18. Part of that change is defocus, which refocusing can reduce.

The resist matters as well. In a medium of index n the wavelength is λ/n, so a depth t adds the paraxial phase of an air distance t/n. A film 5 µm thick with a rough index of 1.7 therefore adds about 2.9 µm of air-equivalent defocus. If its top is at 10 µm and its bottom lies farther from focus, the log-slope falls from 3.9 to about 2.5 through the film, absorption and reflection being ignored.

Reflection is a large omission over bare silicon. With a rough silicon index of 6.5 + 2.7i, the normal-incidence reflectance from resist is R = 0.41. In a non-absorbing film the standing-wave contrast is 2√R/(1 + R) = 0.91, with a period λ/(2n) of about 110 nm in depth. The calculated log-slopes therefore describe an aerial image, not a developed resist profile. Predicting the profile also requires absorption, reflection, resist chemistry and development.

Computed values

```
wavelength 365 nm, NA 0.16, sigma 0.40
pitch 4.0 um, line = space = 2.0 um
pupil radius NA/wl = 0.4384 1/um
source radius sigma*NA/wl = 0.1753 1/um
first order: wl/p = 0.09125
first order outermost: wl/p + sigma*NA = 0.15525
third order innermost: 3wl/p - sigma*NA = 0.20975
largest sigma without first-order clipping = 0.4297
largest sigma with third order blocked = 0.7109
amplitudes a0 = 0.5000, a1 = 0.3183
z in um; blur radius in um; phi in rad; others dimensionless
z=0: blur 0.00, phi 0.0000, cos 1.0000
  u 0.0000, D1 1.0000, D2 1.0000
  edge log-slope: coherent 8.000, disc 8.000
z=5: blur 0.32, phi 0.3583, cos 0.9365
  u 0.5027, D1 0.9687, D2 0.8789
  edge log-slope: coherent 7.492, disc 6.609
z=10: blur 0.64, phi 0.7167, cos 0.7540
  u 1.0053, D1 0.8789, D2 0.5730
  edge log-slope: coherent 6.032, disc 3.938
z=15: blur 0.96, phi 1.0750, cos 0.4757
  u 1.5080, D1 0.7414, D2 0.2209
  edge log-slope: coherent 3.806, disc 1.730
coherent, z=10 um: A 0.4526, B 0.4800, C 0.2026
  I space centre 1.1353, edge 0.2500
  I line centre 0.1753, minimum 0.1079
disc source, z=10 um: A 0.4526, B 0.4219, C 0.1161
  I space centre 0.9906, edge 0.3365
  I line centre 0.1469, minimum 0.1449
shift law, Fresnel quadrature: max error 2.8e-16
pole source, common orders: max error 1.2e-15
pole source, on-axis pupil orders: max error 0.668
line image, source-point sum: max error 1.6e-15
in-focus change due to source, sigma 0.42: 1.4e-14
in-focus change due to source, sigma 0.50: 5.1e-02
Neglected effects at z=10 um, max intensity change:
  non-paraxial defocus 0.00246
    error of convolution law 0.00191
  spherical, 0.03 waves rms (rough) 0.1799
    error of convolution law 0.1279
  vector imaging, unpolarized 0.0018
  bandwidth 6 nm full (rough) 0.000002
  space 100 nm too wide: a2 = -0.0249
    error of convolution law 0.0077
  mask film 100 nm, 1x mask: phase 0.0072 rad
  resist 5 um, index 1.7 (rough)
    added air-equivalent defocus 2.94 um
    log-slope at film bottom 2.539
  silicon index 6.5+2.7i (rough)
    reflectance 0.41, standing-wave contrast 0.91
    standing-wave period 107 nm
```
